# Rim hoop stress in a thin wafer with a cooler edge

## The decision and the result

Setting up a rapid anneal requires a limit on how much colder the rim of the wafer may be than its centre. Above that limit the crystal slips. The limit is found by converting a temperature difference into a stress and comparing the stress with the yield stress, so a wrong factor in the conversion goes straight into the permitted temperature difference.

Let the wafer have radius $R$, thickness $h\ll R$, Young's modulus $E$, Poisson ratio $\nu$ and linear expansivity $\alpha$. Its temperature is

$$T(r)=T_0-D\,\frac{r^2}{R^2},\qquad D>0. \tag{1}$$

With tension counted positive, the hoop stress at the rim is

$$\sigma_\theta(R)=+\tfrac12E\alpha D. \tag{2}$$

The assumptions are:

- The material is linear elastic and isotropic, with constant $E$, $\nu$ and $\alpha$, and it does not slip.
- The wafer is free of stress when its temperature is uniform.
- The temperature does not vary through the thickness.
- The wafer stays flat.
- The rim is free: nothing pulls or pushes on it in the plane.

The last two conditions depend on the tool and on the size of $D$, and are examined below.

## Derivation

**Equilibrium.** The faces carry no load and the wafer is thin, so the stress normal to the faces is taken as zero (plane stress). By symmetry only the radial stress $\sigma_r$ and the hoop stress $\sigma_\theta$ remain. The balance of radial forces on a small sector is

$$r\sigma_r'=\sigma_\theta-\sigma_r, \tag{3}$$

where a prime means $d/dr$.

**Strains.** A radial displacement $u(r)$ gives $\varepsilon_r=u'$ and $\varepsilon_\theta=u/r$. Differentiating $r\varepsilon_\theta=u$ gives $\varepsilon_\theta+r\varepsilon_\theta'=u'=\varepsilon_r$, hence

$$r\varepsilon_\theta'=\varepsilon_r-\varepsilon_\theta. \tag{4}$$

**Hooke's law.** With $T$ measured from the stress-free reference temperature,

$$E\varepsilon_r=\sigma_r-\nu\sigma_\theta+E\alpha T,\qquad
E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r+E\alpha T. \tag{5}$$

Subtracting these and using (3),

$$E(\varepsilon_r-\varepsilon_\theta)=(1+\nu)(\sigma_r-\sigma_\theta)=-(1+\nu)\,r\sigma_r'.$$

By (4) this equals $Er\varepsilon_\theta'$, which the second part of (5) gives as $r(\sigma_\theta'-\nu\sigma_r'+E\alpha T')$. Dividing by $r$,

$$\sigma_\theta'-\nu\sigma_r'+E\alpha T'=-\sigma_r'-\nu\sigma_r'.$$

The terms in $\nu$ cancel, leaving

$$(\sigma_r+\sigma_\theta)'=-E\alpha T'
\quad\Rightarrow\quad
\sigma_r+\sigma_\theta=C-E\alpha T. \tag{6}$$

**The constant.** Equation (3) also gives $\sigma_r+\sigma_\theta=2\sigma_r+r\sigma_r'=(r^2\sigma_r)'/r$. Put this into (6), multiply by $r$ and integrate from the centre, where $r^2\sigma_r$ vanishes because the stress is finite:

$$r^2\sigma_r=\tfrac12Cr^2-E\alpha\int_0^rT(s)\,s\,ds. \tag{7}$$

At the free rim $\sigma_r(R)=0$, so

$$C=E\alpha\bar T,\qquad \bar T=\frac{2}{R^2}\int_0^RT(s)\,s\,ds. \tag{8}$$

Here $\bar T$ is the average over the area. Setting $r=R$ in (6), again with $\sigma_r(R)=0$, gives

$$\sigma_\theta(R)=E\alpha\,[\bar T-T(R)]. \tag{9}$$

This holds for any axisymmetric profile under the stated assumptions.

**The parabola.** The area average of $r^2/R^2$ is $(2/R^4)(R^4/4)=1/2$. Thus $\bar T=T_0-D/2$ and $T(R)=T_0-D$. Their difference is $+D/2$, which proves (2).

The sign can be read from the rim strain. Equations (5) and (9) give $\varepsilon_\theta(R)=\alpha\bar T$: the circumference expands as the mean temperature demands. The rim material is colder than the mean and would by itself expand less, so it is stretched.

**The whole field.** Since $\bar T-T=D(r^2/R^2-\tfrac12)$, equation (7) becomes

$$r^2\sigma_r=E\alpha D\left(\frac{r^4}{4R^2}-\frac{r^2}{4}\right).$$

Dividing by $r^2$, and then using (6) for the hoop stress,

$$\sigma_r=-\frac{E\alpha D}{4}\left(1-\frac{r^2}{R^2}\right),\qquad
\sigma_\theta=-\frac{E\alpha D}{4}\left(1-\frac{3r^2}{R^2}\right). \tag{10}$$

The centre is under equal compression in both directions, half as large as the rim tension. The hoop stress changes sign at $r=R/\sqrt3$. If the rim is hotter than the centre, $D$ is negative and all the stresses reverse.

## Using measured profiles

Suppose the fall is $D(r/R)^p$ with $p>0$. The area average of $(r/R)^p$ is $2/(p+2)$, so (9) gives

$$\sigma_\theta(R)=E\alpha D\left(1-\frac{2}{p+2}\right)=\frac{p}{p+2}\,E\alpha D. \tag{11}$$

The factor is $1/2$ for $p=2$ and approaches 1 when the fall is confined to a narrow band at the rim. There is a general ceiling too. If the centre is the hottest point, then $\bar T\le T_0$ and (9) gives $\sigma_\theta(R)\le E\alpha D$. For an isotropic wafer this bounds the thermal rim stress when only the centre and rim temperatures are measured, provided that no other point is hotter than the centre.

When a full profile is available, (9) should be used directly, with the weight $s$ kept in (8). A plain average along the radius would give $T_0-D/3$ for the parabola and hence a rim stress of $\tfrac23E\alpha D$, too high by one third of the correct value.

A rim held rigidly is a different case. Preventing the expansion $\alpha\bar T$ adds an equal biaxial stress $\Sigma$ with $(1-\nu)\Sigma/E=-\alpha\bar T$. This is set by the mean temperature rise above the stress-free state, which is far larger than $D$ in an anneal, so the support must let the wafer slide.

## A cubic (001) wafer

Silicon is elastically anisotropic, yet the parabolic case can still be solved in closed form. Take $x$ and $y$ along the cube axes, with compliances $s_{11},s_{12},s_{44}$. Let subscripts on $F$ denote derivatives, and write

$$\sigma_{xx}=F_{yy},\qquad\sigma_{yy}=F_{xx},\qquad\sigma_{xy}=-F_{xy},$$

which satisfies equilibrium. The strains are $\varepsilon_{xx}=s_{11}\sigma_{xx}+s_{12}\sigma_{yy}+\alpha T$, the same with $x$ and $y$ exchanged, and $\gamma_{xy}=s_{44}\sigma_{xy}$. They must come from a displacement, so $\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}-\partial_x\partial_y\gamma_{xy}=0$, or

$$s_{11}(F_{xxxx}+F_{yyyy})+(2s_{12}+s_{44})F_{xxyy}=-\alpha\nabla^2T=\frac{4\alpha D}{R^2}. \tag{12}$$

Try $F=c(R^2-r^2)^2$. Its quartic part is $c(x^4+2x^2y^2+y^4)$, so $F_{xxxx}=F_{yyyy}=24c$ and $F_{xxyy}=8c$. Equation (12) is then satisfied everywhere if

$$c\,(48s_{11}+16s_{12}+8s_{44})=\frac{4\alpha D}{R^2}.$$

The rim is free because $F$ and its first derivatives vanish there. The hoop stress at the rim is $F''(R)=-4cR^2+12cR^2=8cR^2$, so

$$\sigma_\theta(R)=\tfrac12\alpha D\,E_{\rm m},\qquad
\frac1{E_{\rm m}}=\frac{6s_{11}+2s_{12}+s_{44}}{8}. \tag{13}$$

To interpret $E_{\rm m}$, consider a direction at angle $\psi$ to a cube axis. Its modulus obeys

$$\frac{1}{E(\psi)}=s_{11}(\cos^4\psi+\sin^4\psi)+(2s_{12}+s_{44})\cos^2\psi\sin^2\psi.$$

The averages over $\psi$ of the two trigonometric factors are $3/4$ and $1/8$, which reproduces (13). For the parabolic profile the correct single modulus is therefore the reciprocal of the mean of $1/E$, and the rim stress is uniform around the wafer although the modulus is not.

## Worked example

Consider a 300 mm (001) silicon wafer, $h=775$ µm, in a soak near 1000 °C with $D=10$ K. Rough hot values are $E=135$ GPa, $\nu=0.20$ and $\alpha=4.4\times10^{-6}$ K$^{-1}$. Then

$$\sigma_\theta(R)=\tfrac12(135\times10^9)(4.4\times10^{-6})(10)\ \text{Pa}=2.97\ \text{MPa}.$$

The centre stress is $-1.49$ MPa, and the hoop stress vanishes at 86.6 mm. A separate calculation minimized the elastic energy over polynomial displacements in the plane, without using (3) or (10). It gave 2.970 MPa at the rim, $-1.485$ MPa at the centre and the same radius of zero hoop stress.

**Slip.** Silicon slips on {111} planes along ⟨110⟩ directions. At the rim the stress is a single tension along the tangent. Let the tangent make an angle $\psi$ with a cube axis, and take the plane normal $(1,1,1)/\sqrt3$ and slip direction $(1,0,-1)/\sqrt2$. The ratio of resolved shear stress to tension is

$$m=\frac{(\cos\psi+\sin\psi)\cos\psi}{\sqrt6}
=\frac{1+\cos2\psi+\sin2\psi}{2\sqrt6}. \tag{14}$$

It peaks at $\psi=22.5^\circ$ with $m=(1+\sqrt2)/(2\sqrt6)=0.493$. A scan of all twelve slip systems over the whole wafer, using the cubic stress field, found its largest value at the rim and equal to this one. The shear stress is thus $0.493\times2.97=1.46$ MPa. For a rough yield shear stress of 2.0 MPa, slip begins in this model at

$$D=10\ \text{K}\times\frac{2.0}{1.46}=13.7\ \text{K}.$$

Beyond this value the elastic formula no longer gives the actual stress.

## When the wafer does not stay flat

**Buckling.** The compressed interior can relieve itself by bending into a dish. A first estimate uses the deflection $w=b\,r^2/R^2$, whose two curvatures both equal $2b/R^2$. With the bending rigidity $B=Eh^3/[12(1-\nu^2)]$, the bending energy is

$$U_b=\frac B2\,\pi R^2\,[16-8(1-\nu)]\frac{b^2}{R^4}
=\frac{4\pi B(1+\nu)b^2}{R^2}.$$

The slope lengthens radial lines by the strain $w'^2/2$. In-plane displacements do no net work against the thermal stress, because that stress balances itself with a free rim. The thermal stress therefore contributes

$$U_m=\frac h2\int_0^R\sigma_r w'^2\,2\pi r\,dr
=-\frac{\pi hE\alpha D\,b^2}{R^4}\int_0^R r^3\left(1-\frac{r^2}{R^2}\right)dr
=-\frac{\pi hE\alpha D\,b^2}{12}.$$

The flat state loses stability to this shape when $U_b+U_m=0$, which gives

$$\alpha D=\frac{48B(1+\nu)}{EhR^2}=\frac{4}{1-\nu}\,\frac{h^2}{R^2}. \tag{15}$$

A restricted shape can only overestimate the threshold. Here (15) gives an upper bound of 30.3 K. A calculation with six polynomial terms in the deflection lowers the threshold to 19.7 K, so the bound must not be used as a design value. This is the value for the isotropic plate; the cubic stiffnesses given below lower it to about 19.4 K. The trial shape is crude: its radial bending moment is the same everywhere, whereas a free rim requires it to vanish there. Among deflections varying as $\cos n\theta$ with $n=0$ to 4, the dish $n=0$ buckles first.

The slip limit of 13.7 K lies below the buckling threshold in this example. The order can change, since the buckling value scales as $(h/R)^2$ while this slip value, which leaves out the wafer's weight, does not depend on $h$ or $R$. For a hotter rim the compression sits at the edge, and the threshold of 19.7 K does not apply.

**Own weight.** Let the wafer rest on an edge ring that allows sliding and tilting, with weight per area $q=\rho_m gh$ and density $\rho_m=2330$ kg/m³. Let $w$ be the downward deflection. Without thermal stress, the vertical force balance inside radius $r$ is

$$B\left[\frac1r(rw')'\right]'=\frac{qr}{2}
\quad\Rightarrow\quad
w'=\frac{qr^3}{16B}+\frac{Ar}{2},$$

with $A$ constant. The free radial moment at the rim requires $w''+\nu w'/r=0$ there, so $A=-qR^2(3+\nu)/[8B(1+\nu)]$ and $w'(R)/R=-qR^2/[8B(1+\nu)]$. The hoop moment, positive for tension on the lower face, is

$$M_\theta(R)=-B\left(\frac{w'}{r}+\nu w''\right)_{R}
=-B(1-\nu^2)\frac{w'(R)}{R}=\frac{(1-\nu)qR^2}{8}.$$

The face stress $6M_\theta/h^2$ is then

$$\sigma_{\rm w}=\frac{3(1-\nu)\rho_m gR^2}{4h}=0.398\ \text{MPa}. \tag{16}$$

The central sag is 111 µm. The thermal compression softens the plate against this deflection. Including it at $D=10$ K raises the sag to 226 µm and the bending stress to 0.740 MPa. The sag grows nearly by the factor $1/(1-D/D_c)=2.03$, where $D_c=19.7$ K.

The sag in turn relieves some thermal stress. For a parabolic sag of depth $w_0$, the added radial strain is $w'^2/2=2w_0^2r^2/R^4$. Now $u'=\varepsilon_r-w'^2/2$, so the right side of (4) acquires $-w'^2/2$, and (6) becomes

$$(\sigma_r+\sigma_\theta)'=-E\alpha T'-\frac{Ew'^2}{2r}
=\frac{2E\alpha r}{R^2}\left(D-\frac{w_0^2}{\alpha R^2}\right). \tag{17}$$

The sag thus acts as a reduction of $D$. For $w_0=226$ µm the reduction is about 5%. Adding the relieved thermal stress and the bending stress gives about $0.95\times2.97+0.74=3.6$ MPa on the lower face at the rim. The resolved shear stress is then about 1.8 MPa, still below the assumed yield value but with less margin. Repeating the estimate at larger $D$ puts the onset of slip near 11.5 K instead of 13.7 K, so the weight must be counted when the permitted difference is set. This estimate leaves out contact forces and the feedback of the relief on the sag.

## Comparison with a real anneal

The diameter and thickness are those of a standard 300 mm wafer. A centre-to-rim difference of 10 K is large for a well-tuned soak, where a few kelvin is a rough aim. The yield stress is the least certain input: it depends on temperature, strain rate, oxygen and existing dislocations, and the slip limit without weight is proportional to it. With the weight counted the limit falls faster than the yield stress: the estimate above gives about 5.3 K for 1.0 MPa against 11.5 K for 2.0 MPa.

The assumption most open to failure is the parabolic profile, because heat loss at the edge can concentrate the fall near the rim. With $D=10$ K held fixed, the rim stress is 3.96 MPa for $p=4$ and 4.75 MPa for $p=8$. The latter is 60% above the parabolic result. Its resolved shear stress is $0.493\times4.75=2.34$ MPa, so the model wafer that was safe with a parabola now slips.

The other material effects are unequal in size:

- **Anisotropy.** For rough hot stiffnesses $c_{11}=150$, $c_{12}=57$ and $c_{44}=74$ GPa, the in-plane modulus runs from 118.6 to 155.4 GPa. Equation (13) gives $E_{\rm m}=134.6$ GPa and a rim stress of 2.96 MPa, so the isotropic value chosen here is adequate for the parabola. When the fall is confined to a narrow band at the rim, the stress there follows the modulus along the tangent and varies around the wafer.
- **Variation across the wafer.** Relative slopes of $-1\times10^{-4}$ per K for $E$ and $+2\times10^{-4}$ per K for $\alpha$ change the rim stress by only $-0.04\%$ when the constants are taken at the centre temperature. This is the sum of $+0.09\%$ from $E$ and $-0.13\%$ from $\alpha$. Its sign depends on the temperature at which the constants are taken, and only its small size, about 0.1% or less, matters.
- **Temperature of use.** Rough room-temperature values, $E=147$ GPa and $\alpha=2.6\times10^{-6}$ K$^{-1}$, would give 1.91 MPa, which is 36% below the hot result. Both constants must be taken at the anneal temperature.

**Cooling ramp.** Suppose both faces lose heat equally while the wafer cools at the steady rate $\beta$. With thermal diffusivity $\kappa$ and height $z$ from the mid-plane, heat conduction gives $T_{zz}=-\beta/\kappa$, so $T=T_{\rm mid}-\beta z^2/(2\kappa)$. The thickness average lies $\beta h^2/(24\kappa)$ below the mid-plane value and the faces lie $\beta h^2/(8\kappa)$ below it. The faces are therefore colder than the average by

$$\Delta T=\frac{\beta h^2}{12\kappa}.$$

For $\beta=50$ K/s and $\kappa=0.10$ cm²/s this is 0.25 K. Away from the rim it adds a biaxial face tension $E\alpha\Delta T/(1-\nu)=0.19$ MPa. This is small beside 2.97 MPa, but it grows in proportion to the ramp rate, and $D$ itself may change during the ramp.

For implementation, (9) with the measured profile and hot material constants gives the thermal part of the rim stress. The bending stress from the wafer's weight must be added, and for a steep edge fall a single modulus leaves out the variation around a cubic wafer. Equation (2) is the parabolic case of (9), for a free, nearly flat wafer below the onset of slip. The numerical output lists the inputs and results.

## Calculated quantities

```
INPUTS (material values rough)
Young's modulus: 135 GPa
Poisson ratio: 0.20
expansivity: 4.4 1e-6/K
temperature fall D: 10.0 K
wafer radius: 150 mm
wafer thickness: 775 um
cubic stiffness c11: 150 GPa
cubic stiffness c12: 57 GPa
cubic stiffness c44: 74 GPa
yield shear stress: 2.0 MPa
density: 2330 kg/m3
thermal diffusivity: 0.10 cm2/s
cooling ramp: 50 K/s
relative slope of E: -1.0 1e-4/K
relative slope of alpha: 2.0 1e-4/K
room-temperature E: 147 GPa
room-temperature alpha: 2.6 1e-6/K
STRESS
rim hoop stress, formula: 2.970 MPa
rim hoop stress, energy minimum: 2.970 MPa
centre stress, energy minimum: -1.485 MPa
radius of zero hoop stress: 86.6 mm
largest resolved shear / rim stress: 0.4928
largest resolved shear stress: 1.464 MPa
D at which slip begins: 13.7 K
NEGLECTED EFFECTS
rim stress, profile power 4: 3.960 MPa
rim stress, profile power 8: 4.752 MPa
smallest in-plane E: 118.6 GPa
largest in-plane E: 155.4 GPa
E from mean of 1/E: 134.6 GPa
rim stress, cubic wafer: 2.960 MPa
change by varying E, alpha: -0.040 %
rim stress with room-temperature values: 1.911 MPa
buckling D, one-term bound: 30.3 K
buckling D, Ritz: 19.7 K
sag by weight, D = 0: 111 um
sag by weight, with D: 226 um
rim bending stress by weight, D = 0: 0.398 MPa
rim bending stress by weight, with D: 0.740 MPa
membrane stress relief by sag: 5.14 %
mean-to-face temperature difference in ramp: 0.250 K
face stress in ramp, away from rim: 0.186 MPa
```
